\section*{Small-angle scattering and the low-temperature phonon resistivity of metals}

\section*{Question}

In a model metal with a spherical Fermi surface, phonons in equilibrium and only normal processes, well below the Debye temperature, electrons collide with phonons at a rate proportional to $T^3$. The resistivity caused by these same collisions falls as $T^5$. Where do the two extra powers of temperature come from?

\section*{Mechanism: many small turns}

A current is a surplus of electrons moving one way. A collision reduces it only to the extent that it turns an electron away from its direction of motion. If the turn is through an angle $\theta$, with all azimuths equally likely, the sideways parts average to zero and a fraction $\cos\theta$ of the original velocity survives. The loss per collision is $1-\cos\theta$, which is about $\theta^2/2$ for small angles.

At temperature $T$ the available phonons have energies of order $T$, hence wave vectors $q\sim T/c$, where $c$ is the sound speed. An electron on a Fermi sphere of radius $k_F$ that exchanges such a phonon turns through $\theta\sim q/k_F\propto T$. The loss per collision is then proportional to $T^2$. The electron's direction diffuses over the Fermi sphere in small steps, and about $1/\langle 1-\cos\theta\rangle\propto T^{-2}$ collisions are needed to forget the initial direction. The resistivity measures the rate of forgetting, which is the collision rate times the loss per collision.

\section*{The collision rate}

I use Hartree atomic units with $k_B=1$, so temperature is an energy and the electron mass is 1. The model has a spherical Fermi surface with velocity $v_F=k_F$ and longitudinal phonons $\omega=cq$ up to the Debye wave vector $q_D<2k_F$, with $c\ll v_F$. The Debye temperature is $\Theta=cq_D$. The phonons are held in equilibrium, and no reciprocal lattice vector enters the collisions (normal processes).

A lattice compression $\nabla\cdot\mathbf u$ shifts the electron energy by $D\,\nabla\cdot\mathbf u$. One phonon in volume $V$, with ion mass density $\rho_m$, has squared amplitude $1/(2\rho_m V\omega)$, and the gradient supplies $q^2$. The squared coupling is therefore
\begin{equation}
|g_q|^2=\frac{D^2q^2}{2\rho_m V\omega}=\frac{D^2 q}{2\rho_m cV}.
\end{equation}

Now place a small excess $\delta f$ in one state of energy $\xi$, measured from the Fermi energy. Let $f'$ be the equilibrium occupation of a state at $\xi+\omega$ and $n=1/(e^{\omega/T}-1)$ the phonon occupation. The excess can leave by absorption, with weight $n(1-f')$. It also blocks electrons that would have arrived from the upper state by emission, with weight $(n+1)f'$. Each blocked arrival leaves an extra electron in the upper state, so in both cases the excess moves there. The total weight is
\begin{equation}
n(1-f')+(n+1)f'=n+f(\xi+\omega).
\end{equation}
For a move down to $\xi-\omega$ the factors $n$ and $n+1$ trade places, and the weight is $n+1-f(\xi-\omega)$. The excess is conserved and hops like a single random walker.

The golden rule gives the rate $2\pi\sum_{\mathbf q}|g_q|^2\,\delta(\Delta\varepsilon\mp\omega)$ times these weights. With $\mu$ the cosine between $\mathbf k$ and $\mathbf q$, the energy change is $\Delta\varepsilon=v_Fq\mu+q^2/2$, so the integral of the delta function over $\mu$ is $1/(v_Fq)$. Hence
\begin{equation}
2\pi\cdot\frac{V}{(2\pi)^3}\cdot\frac{2\pi q^2\,dq}{v_Fq}\cdot\frac{D^2q}{2\rho_m cV}
=A\,q^2\,dq,\qquad A=\frac{D^2}{4\pi\rho_m c\,v_F}.
\end{equation}
This shows the origin of the cube: energy conservation leaves a surface of wave vectors, with measure $q\,dq\propto T^2$, and the coupling adds one more power of $q$. The rate at energy $\xi$ is
\begin{equation}
\Gamma(\xi)=A\int_0^{q_D}q^2\,dq\,\bigl[2n+f(\xi+\omega)+1-f(\xi-\omega)\bigr].
\end{equation}

\subsection*{Averaging over energy}

Each hop changes the energy by an amount of order $T$, so the walker soon samples the whole thermal range. Its stationary distribution is $f(1-f)=-T\,\partial f/\partial\xi$, because upward and downward flows then balance. To see this, write $f=f(\xi)$, $f'=f(\xi+\omega)$ and use the equilibrium balance $nf(1-f')=(n+1)f'(1-f)$:
\begin{align}
(1-f)(n+f')&=n(1-f)(1-f')+(n+1)f'(1-f)\nonumber\\
&=n(1-f)(1-f')+nf(1-f')=n(1-f'),\\
f'(n+1-f)&=(n+1)f'(1-f)+nff'\nonumber\\
&=nf(1-f')+nff'=nf.
\end{align}
Multiplying the first line by $f$ and the second by $1-f'$ gives the same flow, $nf(1-f')$, in both directions.

We therefore average $\Gamma(\xi)$ with weight $-\partial f/\partial\xi$. Since $1-f(\xi-\omega)=f(\omega-\xi)$ and the weight is even in $\xi$, both Fermi terms have the same average $I$. Put $x=\omega/T$, $a=e^x$ and $y=e^{\xi/T}$. Partial fractions give
\begin{align}
I&=\int_0^\infty\frac{dy}{(1+y)^2(1+ay)}\nonumber\\
&=\int_0^\infty\! dy\left[\frac{a}{(a-1)^2}\left(\frac{a}{1+ay}-\frac1{1+y}\right)-\frac{1}{(a-1)(1+y)^2}\right]\nonumber\\
&=\frac{a}{(a-1)^2}\left[\ln\frac{1+ay}{1+y}\right]_0^\infty-\frac1{a-1}
=\frac{xe^x}{(e^x-1)^2}-n .
\end{align}
The averaged bracket is $2(n+I)=2xe^x/(e^x-1)^2$. With $q=xT/c$,
\begin{equation}
\Gamma=A\left(\frac Tc\right)^3\int_0^{\Theta/T}\frac{2x^3e^x}{(e^x-1)^2}\,dx .
\end{equation}
For $T\ll\Theta$ the upper limit may be replaced by infinity. Expanding $e^x/(e^x-1)^2=\sum_{j\ge1}je^{-jx}$ and integrating term by term,
\begin{equation}
\int_0^\infty\frac{x^me^x}{(e^x-1)^2}dx=\sum_{j\ge1}\frac{j\,m!}{j^{m+1}}=m!\,\zeta(m),
\end{equation}
so that
\begin{equation}
\Gamma=12\,\zeta(3)\,A\left(\frac Tc\right)^3 .
\end{equation}

\section*{The small-angle factor}

The phonon energy is tiny compared with the Fermi energy, so the electron stays very nearly on the sphere. The triangle formed by $\mathbf k$, $\mathbf k'$ and $\mathbf q$ gives $q^2=2k_F^2(1-\cos\theta)$. Averaging over collisions inserts $q^2/(2k_F^2)$ into the rate integral and divides by the rate:
\begin{equation}
\langle1-\cos\theta\rangle=\frac{(T/c)^2}{2k_F^2}\,\frac{5!\,\zeta(5)}{3!\,\zeta(3)}
=\frac{20\,\zeta(5)}{\zeta(3)}\,\frac{(T/c)^2}{2k_F^2}.
\end{equation}
The coefficient $20\zeta(5)/\zeta(3)$ is 17.25.

The mean component of the walker's direction along its starting direction then decays at the rate $\Gamma_{\rm tr}=\Gamma\langle1-\cos\theta\rangle$. In a field $E$ the mean electron momentum $p$ obeys $\dot p=-E-\Gamma_{\rm tr}p$. In the steady state $p=-E/\Gamma_{\rm tr}$, and the current density is $-n_ep=n_eE/\Gamma_{\rm tr}$ for electron density $n_e$. The resistivity is
\begin{equation}
\rho=\frac{\Gamma\,\langle1-\cos\theta\rangle}{n_e}
=\frac{120\,\zeta(5)\,A}{n_ek_F^2}\left(\frac Tc\right)^5 ,\qquad T\ll\Theta .
\end{equation}

A single averaged rate is justified if energy is mixed much faster than direction is lost. The ratio of the two rates is of order $\langle1-\cos\theta\rangle\propto T^2$, so the approximation improves on cooling. For the metal treated below, the full solution of the linearized Boltzmann equation on an energy grid gives a resistivity lower than the averaged one by 0.2\% at $\Theta/80$, 0.7\% at $\Theta/40$ and 2.9\% at $\Theta/20$. The difference grows about fourfold per doubling of $T$, as this estimate suggests.

\section*{Watching the direction diffuse}

The numerical check follows 20\,000 walkers that carry both an energy and a direction. They hop with the energy-dependent rates above and turn by the angle belonging to each phonon. The model metal has one electron per atom and round parameters: $k_F=0.7$, $c=0.0013$, $D=0.15$ and ion mass $10^5$. These give $n_e=0.01158$, $q_D=0.882$, $A=1.698\times10^{-3}$ and $\Theta=362$~K. The collision rate and the decay rate of the direction are measured, and the loss per collision is their ratio. With rates in atomic units:

\begin{center}
\begin{tabular}{cccc}
$T$ & collision rate & loss per collision & decay rate\\
$\Theta/80$ & $3.28\times10^{-8}$ & 0.0021 & $6.9\times10^{-11}$\\
$\Theta/40$ & $2.62\times10^{-7}$ & 0.0085 & $2.2\times10^{-9}$\\
$\Theta/20$ & $2.10\times10^{-6}$ & 0.033 & $7.0\times10^{-8}$
\end{tabular}
\end{center}

The fitted powers of $T$ are 3.00 for the collision rate and 4.99 for the decay rate; the power 1.99 of the loss is their difference. The losses compare with 0.00214, 0.00856 and 0.0342 from the averaged formula. The measured decay rates and losses carry a statistical error of about 1\%, so their last digit is uncertain; the gap at $\Theta/20$ is the 2.9\% deficit noted above. A control run keeps the same hops in energy but makes every final direction equally likely. Measured over 0.7 of a mean collision time, its direction decays with the fitted power 3.00, and at $\Theta/80$ it decays about 400 times faster than in the main run. The factor depends on this time window, because the collision rate varies with energy: it is about 470 for a very short window and about 300 for one of 20 collision times. Removing the small angles removes the extra $T^2$.

The motion can also be recognized as diffusion. Let $z$ be the cosine between the present and initial directions. After a turn by $\theta$ at azimuth $\phi$ it becomes $z\cos\theta+\sqrt{1-z^2}\,\sin\theta\cos\phi$. Squaring and averaging over $\phi$ gives $z^2\cos^2\theta+\tfrac12(1-z^2)\sin^2\theta$. Substitution into $P_2(z)=(3z^2-1)/2$ shows that each turn multiplies the mean of $P_2$ by
\begin{equation}
P_2(\cos\theta)=1-3s+\tfrac32s^2,\qquad s=1-\cos\theta .
\end{equation}
For small steps the $s^2$ term is negligible, and $P_2$ decays three times as fast as $z$ itself. The simulation at $\Theta/80$ gives a ratio of 2.96, with a statistical error of a few hundredths. If one collision randomized the direction, both would decay at the same rate.

\section*{Numbers at one temperature}

Take $T=\Theta/40=9.05$~K, for which $T/c=0.02205$. The collision rate is
\begin{equation}
\Gamma=14.42\times1.698\times10^{-3}\times(0.02205)^3=2.63\times10^{-7},
\end{equation}
or $1.09\times10^{10}$ collisions per second. The loss per collision is
\begin{equation}
\langle1-\cos\theta\rangle=17.25\times\frac{(0.02205)^2}{2\times(0.7)^2}=0.00856 .
\end{equation}
The root-mean-square turn is $7.5^\circ$, and after about 117 collisions the mean cosine with the initial direction has fallen to $1/e$. The resistivity follows as
\begin{equation}
\rho=\frac{2.63\times10^{-7}\times0.00856}{0.01158}=1.94\times10^{-7},
\end{equation}
which is $4.2\times10^{-14}\ \Omega\,$m. Halving the temperature divides the collision rate by 8 and the loss per collision by 4. The resistivity falls by a factor of 32, to $1.3\times10^{-15}\ \Omega\,$m.

\section*{Where the law stops}

On warming, the Debye cutoff removes the largest wave vectors from the integrals. The angle factor feels this first, because its integrand contains $x^5$ rather than $x^3$ and so draws on larger $q$. At $\Theta/10$ the averaged formulas give local powers of 2.94 for the rate and 1.67 for the angle factor, 4.61 together. The full Boltzmann solution there lies 9\% below the averaged resistivity, so this last power is approximate.

For $T\gg\Theta$ all $x$ are small and $2xe^x/(e^x-1)^2\to2/x=2T/(cq)$. Then
\begin{equation}
\Gamma\to A\int_0^{q_D}\frac{2Tq}{c}\,dq=\frac{Aq_D^2T}{c},\qquad
\langle1-\cos\theta\rangle\to\frac{\int_0^{q_D}q^3dq}{2k_F^2\int_0^{q_D}q\,dq}=\frac{q_D^2}{4k_F^2}.
\end{equation}
Energy mixing is no longer fast compared with the loss of direction, but it is not needed here: for small $x$ the bracket $2n+1+f(\xi+\omega)-f(\xi-\omega)$ equals $2/x$ up to terms of order $x$, whatever $\xi$, so every energy has the same rate. The second expression is 0.397 for this metal. A few collisions now suffice to lose the direction, the angle factor no longer depends on temperature, and the resistivity is linear in $T$.

The $T^5$ law also depends on the other assumptions. If a reciprocal lattice vector $\mathbf G$ takes part in a collision, then $\mathbf k'=\mathbf k+\mathbf q+\mathbf G$, the angle is no longer tied to $q/k_F$, and the factor $T^2$ is lost for that process. On a sphere this requires $q\ge G-2k_F$, so when $G>2k_F$ such collisions are suppressed on cooling by the factor $e^{-c(G-2k_F)/T}$. Near this threshold the electron is turned almost backward, with a loss close to 2 instead of one of order $T^2$. These collisions can therefore dominate the resistivity at temperatures several times lower than $c\,(G-2k_F)$, and the $T^5$ law can emerge only far below that scale. For one electron per atom on a bcc or fcc lattice, $c\,(G-2k_F)$ is only $0.22\,\Theta$ or $0.17\,\Theta$, so at $\Theta/40$ and $\Theta/20$ such collisions would not be negligible; the numbers above belong to the normal-process model, not to a real monovalent metal. If the phonons cannot pass on the momentum they receive, they drift with the electrons and return it, which lowers the resistivity. Static impurities add a contribution that survives as $T\to0$, so in an impure metal the law can describe only the temperature-dependent part. Electron--electron umklapp scattering, also left out here, adds a term in $T^2$ that falls more slowly than $T^5$ on cooling.

\section*{Computed results}
\begin{verbatim}
MODEL METAL (atomic units unless stated)
Fermi wave vector 0.7, ion mass 100000
sound speed 0.0013, deformation potential 0.15
electron density 0.011584, Debye wave vector 0.88194
sound speed / Fermi velocity 0.00186
rate prefactor A 1.69847e-03
Debye temperature 1.14653e-03 hartree = 362.0 K
12 zeta(3) = 14.4247, 20 zeta(5)/zeta(3) = 17.2526
DIRECT INTEGRAL AT THE FERMI ENERGY
T=Theta/80: rate 1.9150e-08 (formula 1.9149e-08), 1-cos 0.00142 (formula 0.00142)
T=Theta/40: rate 1.5320e-07 (formula 1.5319e-07), 1-cos 0.00568 (formula 0.00569)
powers of T: rate 3.000, 1-cos 2.000
FULL BOLTZMANN SOLUTION / AVERAGED RATE
T=Theta/80: 0.9981
T=Theta/40: 0.9926
T=Theta/20: 0.9706
T=Theta/10: 0.9078
SIMULATION, 20000 walkers
T=Theta/80: collisions/time 3.282e-08, loss/collision 0.00210
   direction decay 6.877e-11 (formula 7.023e-11), control 2.793e-08
T=Theta/40: collisions/time 2.623e-07, loss/collision 0.00848
   direction decay 2.225e-09 (formula 2.247e-09), control 2.208e-07
T=Theta/20: collisions/time 2.097e-06, loss/collision 0.03322
   direction decay 6.965e-08 (formula 7.191e-08), control 1.788e-06
fitted powers: collisions 3.00, loss 1.99, decay 4.99
fitted power of control (all directions equally likely): 3.00
2nd/1st Legendre decay ratio at Theta/80: 2.96
AVERAGED FORMULAS WITH DEBYE CUTOFF
T/Theta | rate | 1-cos | resistivity (ohm m) | powers: rate, 1-cos, product
0.0125 | 3.283e-08 | 0.00214 | 1.318e-15 | 3.00, 2.00, 5.00
0.0250 | 2.626e-07 | 0.00856 | 4.218e-14 | 3.00, 2.00, 5.00
0.0500 | 2.101e-06 | 0.03423 | 1.350e-12 | 3.00, 2.00, 5.00
0.1000 | 1.666e-05 | 0.12919 | 4.040e-11 | 2.94, 1.67, 4.61
0.2000 | 1.047e-04 | 0.28423 | 5.583e-10 | 2.24, 0.64, 2.88
1.0000 | 1.118e-03 | 0.39138 | 8.213e-09 | 1.08, 0.03, 1.11
5.0000 | 5.816e-03 | 0.39663 | 4.329e-08 | 1.00, 0.00, 1.00
saturated 1-cos at high T: 0.3969
WORKED CASE T = Theta/40
temperature 2.8663e-05 hartree = 9.05 K
thermal phonon wave vector T/c 0.02205
collision rate 2.6261e-07 = 1.086e+10 1/s
mean 1-cos 0.00856, collisions to lose direction 116.8
rms angle (small-angle) 7.50 degrees
transport rate 2.2475e-09
resistivity 1.9401e-07 = 4.218e-14 ohm m
\end{verbatim}
